\section*{Random-dopant threshold scatter of a MOS capacitor: depth weight and corrections, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Problem}

A planar n-channel MOS structure has an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$, hence a capacitance per area $C_{ox}=\varepsilon_{ox}/t_{ox}$, on p-type silicon of permittivity $\varepsilon_s$. The gate area is $A=L\,W_{ch}$. The acceptors have mean density $N$ and are placed independently of one another at random. Depth below the interface is $x$, the thermal voltage is $V_t=k_BT/q$, and $\psi(x)$ is the potential relative to the neutral bulk, with $\psi_s=\psi(0)$.

(a) In the depletion approximation, with threshold defined by $\psi_s=2V_t\ln(N/n_i)$ and with every dopant spread uniformly over the area $A$ at its own depth, find the threshold shift caused by extra acceptors at depth $x$ and the standard deviation $\sigma_0$ of the threshold voltage. Give its scaling with $t_{ox}$, $N$ and $A$, and treat also an undoped top layer of thickness $d$.

(b) Find the change when the mobile carriers obey Boltzmann statistics.

(c) Find what the lateral spreading of the dopants hides.

(d) Find the change when threshold is defined by a fixed charge in a quantized inversion layer.

(e) Evaluate all cases for the chosen values $N=2\times10^{18}\,\mathrm{cm^{-3}}$, $t_{ox}=2$ nm, $L=W_{ch}=50$ nm, $d=10$ nm, $T=300$ K. Use the rough values $\varepsilon_s=12\,\varepsilon_0$, $\varepsilon_{ox}=3.9\,\varepsilon_0$, $n_i=10^{10}\,\mathrm{cm^{-3}}$ and valley masses $0.9\,m_0$ and $0.2\,m_0$ for silicon with a (100) surface and its oxide.

\section*{(a) Depletion approximation}

For $0<x<W$ the charge density is $-qN(x)$, so Poisson's equation reads $\varepsilon_s\psi''=qN(x)$, and the depletion edge $W$ is where $\psi=\psi'=0$. One integration gives the surface field $E_s=-\psi'(0)$. Multiplying by $x$ first and integrating by parts gives $\int_0^W x\psi''dx=[x\psi'-\psi]_0^W=\psi_s$. The displacement in the oxide, $C_{ox}(V_G-V_{FB}-\psi_s)$ with $V_{FB}$ the flat-band voltage, equals $\varepsilon_sE_s$ when the interface carries no charge. Thus
\begin{align}
\varepsilon_sE_s&=q\int_0^W N\,dx, &
\varepsilon_s\psi_s&=q\int_0^W xN\,dx, &
V_G&=V_{FB}+\psi_s+\frac{\varepsilon_sE_s}{C_{ox}} .
\label{eq:basic}
\end{align}
The band bending fixes the first moment of the depleted dopants, while the gate voltage follows their number. For uniform doping the second relation gives $W=\sqrt{2\varepsilon_s\psi_s/(qN)}$.

Add $\delta n$ acceptors per area at depth $x<W$. The Fermi level is set by the bulk far below, so $V_{FB}$ and the value of $\psi_s$ chosen as threshold do not change. The edge moves by $\delta W$, and to first order the moment and the charge change as
\begin{align}
0&=x\,\delta n+W N(W)\,\delta W, &
\varepsilon_s\,\delta E_s&=q\,[\delta n+N(W)\,\delta W].
\end{align}
The first gives $N(W)\,\delta W=-(x/W)\,\delta n$. Inserting it in the second and using (\ref{eq:basic}),
\begin{equation}
\delta V_T=\frac{q}{C_{ox}}\Bigl(1-\frac{x}{W}\Bigr)\delta n .
\label{eq:weight}
\end{equation}
The density $N(W)$ cancels, so the weight holds for any profile with $N(W)>0$. An extra acceptor at the interface counts in full and raises the threshold. One at the edge is cancelled, because the edge retreats and returns one acceptor at the same depth to neutrality. Acceptors below the edge are neutral and have weight zero.

Cut the depleted layer into slabs of thickness $dx$. Independent placement makes the number in a slab a Poisson variable, whose variance equals its mean $N A\,dx$. The sheet density is the number divided by $A$, so its variance is $N\,dx/A$. Different slabs are independent, their variances add, and
\begin{equation}
\sigma^2=\Bigl(\frac{q}{C_{ox}}\Bigr)^2\frac1A\int_0^W N(x)\Bigl(1-\frac xW\Bigr)^2dx .
\label{eq:var}
\end{equation}
For uniform $N$ the substitution $s=1-x/W$ turns the integral into $NW\int_0^1s^2ds=NW/3$, so that
\begin{equation}
\sigma_0=\frac{q}{C_{ox}}\sqrt{\frac{NW}{3LW_{ch}}}=\frac{q}{C_{ox}A}\sqrt{\frac{NWA}{3}} .
\label{eq:sigma0}
\end{equation}
The second form is the voltage step $q/(C_{ox}A)$ of one charge times the square root of one third of the mean dopant count. An unweighted count in a fixed volume would be larger by $\sqrt3$. The difference between two independent devices has twice the variance, hence the deviation $\sqrt2\,\sigma_0$.

The first-order treatment needs $\delta W\ll W$. From $\delta W=-x\,\delta n/(NW)$ the same sum over slabs gives $\mathrm{var}(\delta W)=\int_0^Wx^2N\,dx/(AN^2W^2)=W/(3NA)$, so the relative scatter of the edge is $1/\sqrt{3NWA}$ and the condition is $NWA\gg1$.

Inserting $W$ and $C_{ox}$ in (\ref{eq:sigma0}),
\begin{equation}
\sigma_0=\frac{q\,t_{ox}}{\varepsilon_{ox}\sqrt{3A}}\Bigl(\frac{2\varepsilon_s\psi_sN}{q}\Bigr)^{1/4}.
\end{equation}
The scatter is proportional to $t_{ox}/\sqrt A$, but the power $N^{1/4}$ is pure for fixed $\psi_s$ alone. With $\psi_s\propto\ln(N/n_i)$ one has $d\ln\psi_s/d\ln N=1/\ln(N/n_i)$, and the local exponent is
\begin{equation}
\frac{d\ln\sigma_0}{d\ln N}=\frac14\Bigl[1+\frac{1}{\ln(N/n_i)}\Bigr].
\label{eq:expo}
\end{equation}

With an undoped top layer, $N(x)=0$ for $x<d$, and the same $\psi_s$, the moment condition is $\varepsilon_s\psi_s=qN(W_d^2-d^2)/2$, so $W_d^2=W^2+d^2$. The integral in (\ref{eq:var}) now runs over $s$ from $0$ to $1-d/W_d$ and equals $NW_d(1-d/W_d)^3/3$:
\begin{equation}
\sigma_d^2=\Bigl(\frac{q}{C_{ox}}\Bigr)^2\frac{N\,(W_d-d)^3}{3A\,W_d^2}.
\label{eq:retro}
\end{equation}
It reduces to (\ref{eq:sigma0}) at $d=0$. The removed dopants are those of largest weight.

\section*{(b) Boltzmann carriers}

The charge density is now a function $\rho(\psi)$ of the local potential, $\varepsilon_s\psi''=-\rho(\psi)$, with uniform mean doping. A sheet $\delta n$ of acceptors at $x_0$ produces a first-order change that obeys
\begin{equation}
\delta\psi''=\kappa^2(x)\,\delta\psi+\frac{q\,\delta n}{\varepsilon_s}\,\delta(x-x_0),\qquad \kappa^2=-\frac{1}{\varepsilon_s}\frac{d\rho}{d\psi},
\end{equation}
with $\delta\psi(0)=0$ at fixed $\psi_s$ and $\delta\psi(\infty)=0$. Differentiating the unperturbed equation with respect to $x$ gives $\psi'''=\kappa^2\psi'$. Hence $v=E(x)/E_s$, with $E=-\psi'$, satisfies $v''=\kappa^2v$, $v(0)=1$, $v(\infty)=0$. In the integral of $v\,\delta\psi''-\delta\psi\,v''$ the $\kappa^2$ terms cancel:
\begin{equation}
\frac{q\,\delta n}{\varepsilon_s}v(x_0)=\bigl[v\,\delta\psi'-\delta\psi\,v'\bigr]_0^\infty=-\delta\psi'(0)=\delta E_s .
\end{equation}
The relation for $V_G$ in (\ref{eq:basic}) still holds, so the weight is $E(x)/E_s$, which is $1-x/W$ for the linear field of part (a). With $d\psi=-E\,dx$ the depth $W/3$ in (\ref{eq:sigma0}) is replaced by
\begin{equation}
\int_0^\infty v^2dx=\frac{1}{E_s^2}\int_0^{\psi_s}E\,d\psi .
\label{eq:pb}
\end{equation}

Let $u=\psi/V_t$, measure lengths in $L_D=\sqrt{\varepsilon_sV_t/(qN)}$ and fields in $V_t/L_D$, so that $W=\sqrt{2u_s}$. The bulk hole density is taken as $N$ and the bulk electron density as $rN$ with $r=(n_i/N)^2=e^{-u_s}$. Then $u''=1-e^{-u}+r(e^u-1)$. Multiplying by $u'$ and integrating from the bulk,
\begin{equation}
E^2=2\bigl[u-1+e^{-u}+r(e^u-1-u)\bigr].
\end{equation}
At the surface $re^{u_s}=1$ cancels the $-1$, so $E_s^2=2u_s$ up to terms of order $u_se^{-u_s}$. In the middle of the layer $E^2\simeq2(u-1)$, which contributes $\int_1^{u_s}\sqrt{2(u-1)}\,du=[2(u_s-1)]^{3/2}/3$. Dividing by $E_s^2$ and by $W/3=\sqrt{2u_s}/3$ gives the variance ratio $(1-1/u_s)^{3/2}$, and its square root is
\begin{equation}
\frac{\sigma_{PB}}{\sigma_0}=1-\frac{3}{4u_s}+O(u_s^{-3/2}).
\label{eq:asym}
\end{equation}
The remainder comes from the hole tail at $u\lesssim1$, which adds a positive number of order one to an integral of order $u_s^{3/2}$. The electron term adds $\int e^{u-u_s}du/E\simeq1/E_s$, of relative order $u_s^{-2}$.

The same correction is visible in the weight. Since $dE/dx=-u''$, the field loses $\int e^{u-u_s}dx\simeq1/E_s$ across the thin electron layer and then falls with slope $-1$. To leading order $E/E_s=1-1/(2u_s)-x/W$ in the middle of the layer. Electrons and holes share this offset. Without the electron term $E_s^2\simeq2(u_s-1)$, and the weight in the middle would be $1-(x/W)[1+1/(2u_s)]$. The holes at the depletion edge thus account for the part $(x/W)/(2u_s)$, and the electrons for the remaining $(1-x/W)/(2u_s)$.

\section*{(c) Lateral structure}

Let $z$ be the vertical coordinate, with the interface at $z=0$ and the gate at $z=-t_{ox}$. A perturbation $\varphi$ at fixed gate voltage vanishes on the gate. At the bottom, the total potential must vanish on the displaced edge. The unperturbed potential $qN(W-z)^2/(2\varepsilon_s)$ is of second order there, so $\varphi=0$ at $z=W$ to first order: the movable edge acts as a grounded plane. For a unit positive sheet charge $e^{i\mathbf k\cdot\mathbf r}$ at $z_1$,
\begin{equation}
(\varepsilon\varphi_1')'-\varepsilon k^2\varphi_1=-\delta(z-z_1).
\end{equation}
Multiply this by the solution $\varphi_2$ for a sheet at $z_2$, subtract the same expression with the labels exchanged, and integrate. The boundary terms vanish and $\varphi_2(z_1)=\varphi_1(z_2)$. The interface potential $g(k,x)$ due to a sheet at depth $x$ is therefore the potential at $x$ due to a sheet at the interface. That solution is $\varphi(0)\sinh k(z+t_{ox})/\sinh kt_{ox}$ in the oxide and $\varphi(0)\sinh k(W-z)/\sinh kW$ in the silicon. The jump condition $\varepsilon_{ox}\varphi'(0^-)-\varepsilon_s\varphi'(0^+)=1$ fixes $\varphi(0)$:
\begin{equation}
g(k,x)=\frac{\sinh k(W-x)/\sinh kW}{k\,[\varepsilon_{ox}\coth kt_{ox}+\varepsilon_s\coth kW]} .
\label{eq:g}
\end{equation}
At $k\to0$, $k\coth kW\to1/W$ and $g\to(1-x/W)/(C_{ox}+C_d)$ with $C_d=\varepsilon_s/W$. Acceptors lower the mean surface potential by $q\,g\,\delta n$. From (\ref{eq:basic}), $dV_G/d\psi_s=1+C_d/C_{ox}\equiv m$, because $\varepsilon_s\,dE_s=qN\,dW$ and $\varepsilon_s\,d\psi_s=qNW\,dW$. Restoring $\psi_s$ costs $m\,q\,g\,\delta n$, which is (\ref{eq:weight}). The weight $1-x/W$ is thus the $k=0$ response. With sidewalls that carry no normal field the lateral modes are cosines, those with $k\neq0$ average to zero over the area, and (\ref{eq:sigma0}) describes the mean surface potential of point dopants within linear response.

For any quantity to which a dopant at $(\mathbf r,x)$ contributes $-q\,h(\mathbf r,x)$, the slab argument applied to small cells gives the variance $Nq^2\int h^2\,d^2r\,dx$. Define $H(k)=\int_0^Wg^2dx$. With $\sinh^2a=(\cosh2a-1)/2$ the depth integral of the squared numerator of (\ref{eq:g}) is $\coth(kW)/(2k)-W/(2\sinh^2kW)$, which tends to $W/3$ at small $k$ and to $1/(2k)$ at large $k$.

Consider a strip $|y|<L/2$ of a stack that is unbounded in $y$ and has reflecting walls across the width. This contains no source or drain and serves as a gauge of edge effects. The averaging window $1/L$ has the Fourier transform $\sin\theta/\theta$ with $\theta=kL/2$, so $h$ has the transform $g\sin\theta/(\theta W_{ch})$ and does not depend on the position across the width. Parseval's theorem gives the variance $(Nq^2/W_{ch})\int(dk/2\pi)(\sin\theta/\theta)^2H$. Dividing by the $k=0$ value $Nq^2H(0)/(LW_{ch})$, with $dk=2\,d\theta/L$ and an even integrand,
\begin{equation}
R(L)=\frac2\pi\int_0^\infty\Bigl(\frac{\sin\theta}{\theta}\Bigr)^2\frac{H(2\theta/L)}{H(0)}\,d\theta .
\label{eq:R}
\end{equation}
The numerator of $g$ does not rise with $k$ and the denominator rises, so $H(k)<H(0)$. Since $\int_0^\infty(\sin\theta/\theta)^2d\theta=\pi/2$, it follows that $R<1$. For large $L$ the factor $\sin^2\theta$ averages to $1/2$ in $1-R$, and $1-R\simeq\ell/L$ with $\ell=(2/\pi)\int_0^\infty[1-H/H(0)]\,dk/k^2$. The integral converges at $k=0$ because $H$ is even and smooth.

For the potential at one point of the interface of a laterally unbounded stack, $h$ has the transform $g$ itself, and
\begin{equation}
\langle\delta\psi_s^2\rangle_{loc}=Nq^2\int\frac{d^2k}{(2\pi)^2}H(k)=\frac{Nq^2}{2\pi}\int_0^\infty kH(k)\,dk .
\label{eq:loc}
\end{equation}
It converges because $H\to1/[2k^3(\varepsilon_s+\varepsilon_{ox})^2]$, and the gate area does not enter it. With reflecting sidewalls $h$ is a sum over mirror images of the unbounded response, which is positive for a positive charge between grounded planes. The square of the sum exceeds the sum of the squares, and the squares integrated over the area rebuild (\ref{eq:loc}), so (\ref{eq:loc}) is then a lower bound for any $A$. Below threshold the electron density follows $e^{\delta\psi_s/V_t}$, which is linear in $\delta\psi_s$ when the local deviation is small against $V_t$. A shift common to the whole gate multiplies the density by one factor and is undone exactly by the gate voltage, so what matters is the spread about the device mean. Its variance, averaged over the gate, is the averaged local variance minus the variance of the mean. When this spread is not small against $V_t$, the mean potential alone does not determine the current.

Parts (a) to (c) have given the threshold scatter in the depletion approximation, its correction for Boltzmann carriers, and the local potential scatter that lateral spreading of the dopants hides. What remains is the threshold defined by a fixed charge in a quantized inversion layer, and the numerical evaluation of all cases.
